Pendry's bound on heat flow and the cooling power of coherent refrigerators

A reservoir C of electrons, with temperature T_C and chemical potential μ, is connected by a lead to a scatterer. Other reservoirs, at other temperatures and chemical potentials, are connected to the same scatterer. How fast can heat be drawn out of C, and what does the answer imply for refrigeration?

The electrons do not interact, except possibly through a mean field contained in the scattering potential. The scatterer may be static or driven periodically, but its evolution is unitary. The lead to C has at most N open channels at any energy, each spin direction counting as a channel. Reservoir C emits waves with the Fermi occupation

f_C(E) = F[(E − μ)/kT_C], F(y) = 1/(e^y + 1).

The heat current J out of C is the energy current out minus μ times the particle current out, averaged over a period if there is driving. Positive J cools C.

**(a) Express J through the occupations of the waves that return to C. What values may these occupations take?**

**Solution.** Consider one channel in a lead of length L. An interval dk contains L dk/(2π) states moving towards the scatterer. An electron in such a state crosses a given section at the rate w/L, where w = (1/ħ)dE/dk is its velocity. The rate for filled states is therefore

(w/L)(L dk/2π) = dE/(2πħ) = dE/h.

Velocity and density of states have cancelled. Each electron carries heat E − μ. Let g_n(E) be the occupation of the wave returning to C in channel n. Subtracting the returning flow from the emitted flow gives

J = (1/h) ∫ dE (E − μ) Σ_n [f_C(E) − g_n(E)]. (1)

The sum runs over the channels open at E.

An outgoing amplitude is a linear combination of incoming amplitudes. For a drive of angular frequency Ω, the incoming energies are E_l = E + lħΩ with integer l; for a static scatterer l = 0. Waves emitted by the reservoirs in different channels or at different energies are uncorrelated, so the period-averaged occupation is

g_n(E) = Σ_{m,l} |S_nm(E,E_l)|² f_m(E_l), (2)

where m runs over the open channels of all reservoirs, including C. Unitarity gives

Σ_{m,l} |S_nm(E,E_l)|² = 1. (3)

Thus g_n is a weighted average of numbers between 0 and 1, and

0 ≤ g_n(E) ≤ 1. (4)

This is the Pauli principle for the returning wave.

**(b) Find the largest possible J. When is it reached? Does a bosonic channel differ?**

**Solution.** The factor E − μ changes sign at μ, so the two energy ranges need opposite choices of g_n.

For E > μ, the integrand per channel is largest when g_n = 0:

(E − μ)(f_C − g_n) ≤ (E − μ) f_C.

For E < μ, write E − μ = −|E − μ|. The integrand becomes |E − μ|(g_n − f_C), which is largest when g_n = 1:

|E − μ|(g_n − f_C) ≤ |E − μ|(1 − f_C).

Since 1 − F(y) = F(−y), both upper limits equal |E − μ| F(|E − μ|/kT_C). Set x = (E − μ)/kT_C. The factor E − μ and the differential dE each supply kT_C, and the two energy ranges contribute equally. With at most N channels,

J ≤ N [(kT_C)²/h] · 2I, I = ∫₀^∞ x dx/(e^x + 1). (5)

To evaluate I, expand for x > 0:

1/(e^x + 1) = Σ_{m≥1} (−1)^{m+1} e^{−mx}.

Since ∫₀^∞ x e^{−mx} dx = 1/m², and the sum of these values converges absolutely, integration term by term is allowed:

I = Σ_{m≥1} (−1)^{m+1}/m².

The sum follows from the Fourier series of x² on −π ≤ x ≤ π. Its mean is π²/3. Two integrations by parts give its cosine coefficients,

(2/π) ∫₀^π x² cos(mx) dx = 4(−1)^m/m².

Hence

x² = π²/3 + 4 Σ_{m≥1} (−1)^m cos(mx)/m².

At x = 0 this yields I = π²/12. Therefore

J ≤ N π²k²T_C²/(6h). (6)

This is Pendry's bound. It contains no property of the scatterer, only the number of channels in the lead to C, and no temperature except that of the reservoir losing heat. Half comes from removing electrons above μ, and half from filling holes below μ. If the band restricts the available energies, or fewer than N channels are open at some energies, the attainable value is smaller.

Equality requires N open channels, with every returning wave empty above μ and full below it. A perfectly transmitting lead to a sink at zero temperature and the same μ does this. If the sink instead has temperature T_S, the same integral gives its return flow, so

J = N π²k²(T_C² − T_S²)/(6h).

For a small difference δT = T_C − T_S, this becomes N[π²k²T_C/(3h)]δT, the quantized thermal conductance.

The equality case was tested without a scattering formula. Two half-chains of 300 sites, one thermal with kT equal to 0.1 of the hopping energy and the other at zero temperature, were joined and evolved in time. The thermal half lost energy at 0.002619 hopping²/ħ, against 0.002618 from (6). The test required agreement within 1%, to allow for finite length and switching transients. The small excess over (6) is a finite-length effect: the time-averaged rate lies about 0.4%, 0.1% and 0.04% above (6) for 150, 300 and 500 sites per half, so the last digit quoted depends on the length and on how the rate is averaged.

For free bosons with μ = 0 and energies ε ≥ 0, the returning occupation still satisfies g_n ≥ 0, but it has no upper limit of 1. None is needed, because there are no energies below μ. Thus

J ≤ (N/h) ∫₀^∞ ε dε/(e^{ε/kT_C} − 1) = N[(kT_C)²/h] Σ_{m≥1} 1/m².

The Fourier series at x = π gives π² = π²/3 + 4 Σ 1/m², so the sum is π²/6. The bosonic bound is the same, although its energy integral is different.

**(c) C is now cooled by one hotter reservoir H, with T_H ≥ T_C, through an undriven scatterer. Can the cooling power approach (6)?**

**Solution.** For a static scatterer, let 𝒯(E) be the sum of |S_nm|² over outgoing channels n of C and incoming channels m of H. Unitarity assigns the remaining weight to waves from C itself, so

Σ_n (f_C − g_n) = 𝒯(E)(f_C − f_H), 0 ≤ 𝒯 ≤ N,

J = (1/h) ∫ dE (E − μ) 𝒯(E) [f_C(E) − f_H(E)]. (7)

Take μ_H ≤ μ first. For E < μ,

(E − μ_H)/T_H ≥ (E − μ)/T_H ≥ (E − μ)/T_C.

The second inequality holds because E − μ is negative and T_H ≥ T_C. As F decreases with its argument, f_H ≤ f_C. The integrand in (7) is then negative or zero: these energies cannot cool C.

For E > μ, f_C − f_H < f_C because f_H is positive. Only one half of the integral in (5) is available, and

J < N π²k²T_C²/(12h). (8)

If μ_H ≥ μ, reverse the sign of all energies measured from μ and exchange electrons with holes. Equation (7) keeps its form, and the same limit follows.

The useful energies can be found explicitly. Let μ_H = μ − eV with V > 0, where e is the magnitude of the electron charge, and define

v = eV/kT_C, θ = T_H/T_C.

For x > 0, f_C exceeds f_H when x < (x + v)/θ. For θ > 1 this means

0 < x < v/(θ − 1), or 0 < E − μ < eV T_C/(T_H − T_C). (9)

At zero bias the window closes and there is no cooling. Let the scatterer transmit fully inside this window and reflect at all other energies. At large bias the window covers the thermally important energies above μ, f_H becomes negligible there, and J approaches the limit (8). Without such a filter, electrons leaving C below μ would heat it by leaving holes behind, and so would electrons entering C above the window. For equal temperatures and V > 0, all energies above μ are useful.

A scan over four temperature ratios and both signs of bias, choosing the best transmission at each energy, gave a maximum of 0.50000 of Pendry's bound.

**(d) Use two hot terminals with one static scatterer. Can the missing half be recovered without charging C? What electrical power is required?**

**Solution.** Give both terminals temperature T_H, with chemical potentials

μ₁ = μ − eV, μ₂ = μ + eV.

At each energy above μ, let the scatterer exchange the N channels of C with those of terminal 1 and reflect terminal 2. Below μ, let it exchange C with terminal 2 and reflect terminal 1. At each energy this is a permutation of channels, hence unitary. The sharp change at μ is an idealization; the effect of a finite width is estimated below.

The electrons above μ contribute, in units of N(kT_C)²/h,

j = ∫₀^∞ x [F(x) − F((x + v)/θ)] dx.

The first term is π²/12. In the second, put x = θy and expand as before:

∫₀^∞ x F((x + v)/θ) dx = θ² ∫₀^∞ y dy/(e^{y+v/θ} + 1)
= θ² Σ_{m≥1} (−1)^{m+1} e^{−mv/θ}/m²
= −θ² Li₂(−e^{−v/θ}).

Here Li₂(z) = Σ_{m≥1} z^m/m² is the dilogarithm.

For energies below μ, put x = −y. Terminal 2 has occupation F((−y − v)/θ) = 1 − F((y + v)/θ), while C has 1 − F(y). The difference of occupations is −[F(y) − F((y + v)/θ)], and the heat factor is −y. The signs cancel, giving another j. Therefore

J = (2N k²T_C²/h) [π²/12 + θ² Li₂(−e^{−v/θ})]. (10)

As v → ∞ at fixed θ, the dilogarithm vanishes and J approaches (6). Pendry's bound is thus the supremum of the cooling power allowed by unitary scattering. At finite bias it is not reached, since terminal 1 still returns some electrons above μ and terminal 2 leaves some holes below μ.

A filter of finite width w lowers this limit. Suppose that C exchanges waves with terminal 1 with probability 1 − F[(E − μ)/w], and with terminal 2 with probability F[(E − μ)/w]. At large bias terminal 1 is empty and terminal 2 is full at all energies that matter, so the returning occupation is F[(E − μ)/w]. This is the occupation of a sink at temperature w/k, and J approaches the bound multiplied by 1 − (w/kT_C)². The filter must therefore switch within an energy well below kT_C. A finite width also costs power. With one channel per terminal and no reflection in C, unitarity forces a direct transmission F(1 − F) between terminals 1 and 2 near μ. For v = 11.6 and θ = 2 the input is then about 15% above the sharp-filter value found below when w = 0.1 kT_C, and about 50% above it when w = 0.3 kT_C.

The particle current from C into terminal 1 is (N kT_C/h)A, with

A = ∫₀^∞ [F(x) − F((x + v)/θ)] dx = ln 2 − θ ln(1 + e^{−v/θ}).

This uses ∫₀^∞ dx/(e^{(x+v)/θ} + 1) = θ ln(1 + e^{−v/θ}). The sign reversal found below μ makes the current from C into terminal 2 equal to −(N kT_C/h)A. The two cancel, so C does not charge.

When A > 0, electrons pass from terminal 2 to C and from C to terminal 1, descending eV each time. The voltage sources returning them must supply

P = (2N eV kT_C/h) [ln 2 − θ ln(1 + e^{−v/θ})]. (11)

The hot terminals receive J + P as heat. At large v, J/P approaches π²/(12v ln 2): the last part of the cooling power is bought with a falling efficiency.

**(e) Does periodic driving change either limit?**

**Solution.** Pendry's bound is unchanged, because (1) to (4) already include driving. The two-terminal limit (8) is different: its proof compared f_C and f_H at the same energy, and a drive can exchange different energies.

Take one hot reservoir with μ_H = μ. Let K > 0 be a multiple of ħΩ. Above μ, exchange energy E in C with E + K in H. Below μ, exchange E in C with E − K in H. Reflect the waves from H that lie within K of μ. Every incoming state then has one outgoing partner and conversely, so the map is unitary.

The occupation returned to C at x > 0 is F((x + K/kT_C)/θ). This is the occupation used in (d), with K in place of eV. Below μ the correspondence holds as well. Equation (10) therefore applies with v = K/kT_C, and large K approaches the full bound. The drive now supplies the work. This shows what unitarity permits; it does not provide a potential that produces the map.

A numerical optimization over permutations of discrete energies, without bias, gave 1.00025 of the bound. The excess is a grid error. For spacing δ in x, the midpoint rule overestimates each half-integral by (δ²/24)(1/2) to leading order, because x/(e^x + 1) has slope 1/2 at x = 0. The two halves give a relative excess

(δ²/24)/(π²/6) = δ²/(4π²),

which is 0.00025 for the spacing δ = 0.1 that was used.

**(f) C is a finite electron reservoir with constant density of states ν, spin included. How fast can its temperature fall?**

**Solution.** Suppose that C stays internally thermal, that its level spacing is far below kT, and that any other heat flow enters C. Keep its particle number fixed. With a constant density of states, μ then stays fixed too. Electrons above μ and holes below it contribute equally to the thermal energy:

U = 2ν ∫₀^∞ ε F(ε/kT) dε = π²ν(kT)²/6.

Applying (6) at the instantaneous temperature T gives

dU/dt ≥ −N π²(kT)²/(6h) = −(N/hν)U.

Multiplication by e^{Nt/(hν)} shows that U e^{Nt/(hν)} cannot decrease. Since U is proportional to T²,

T(t) ≥ T(0) exp[−Nt/(2hν)]. (12)

Within these assumptions, zero temperature is not reached in a finite time. The formula ceases to apply once kT becomes comparable with the level spacing. A calculation with explicit discrete levels, Fermi occupations and fixed μ, cooled at the maximal rate for a time 2hν/N, gave a temperature ratio of 0.36788, in agreement with e^{−1}.

**(g) Evaluate the results for T_C = 0.1 K, T_H = 0.2 K, N = 2 and ν = 10⁹ states per eV.**

**Solution.** These are round model parameters; N = 2 represents one spin-degenerate mode. The coefficient π²k²/(6h) is 0.4732 pW/K² per channel, so

J_max = 2 × 0.4732 pW/K² × (0.1 K)² = 0.00946 pW = 9.46 fW.

The undriven two-terminal limit is half of this, 4.73 fW.

For the three-terminal design, kT_C = 8.617 μeV and θ = 2. At V = 100 μV,

v = 100/8.617 = 11.60, e^{−v/θ} = 0.00302.

For such a small argument Li₂(−e^{−v/θ}) ≈ −0.00302, and the bracket in (10) is

0.8225 − 4 × 0.00302 = 0.8104.

Dividing by π²/12 = 0.8225 gives 0.985 of the bound, or J = 9.33 fW. The electrical input from (11) is P = 91.8 fW, so the coefficient of performance is

J/P = 9.33/91.8 = 0.102.

The Carnot value is T_C/(T_H − T_C) = 1.

At 50 μV, J is 6.97 fW and J/P is 0.178. At 200 μV, J is 9.464 fW, equal to the bound within the rounding, but J/P has fallen to 0.051. Between 100 and 200 μV the cooling power rises by about 1.5%, while the input roughly doubles.

Below 26.4 μV this design heats C. The cause is visible in (9): beyond the useful window, the hot terminals return more heat than they remove. Closing the scatterer outside the window in both legs restores cooling at any nonzero bias. At 50 μV this raises J from 6.97 to 7.27 fW; at 100 μV the gain is below 0.01 fW, because few thermal electrons lie outside the window.

For the finite reservoir, hν = 4.136 μs. Setting the temperature ratio in (12) to 1/2 gives the shortest halving time,

t = (2hν/N) ln 2 = 4.136 μs × 0.693 = 2.87 μs.

The initial thermal energy is 0.122 eV. The mean level spacing 1/ν = 10⁻⁹ eV is far below kT_C, as required. Internal thermalization within microseconds remains an assumption; if it fails, a single falling temperature no longer describes C. The time is a lower limit of the model, not a prediction for a metal island. Copper with this ν has a volume of about 0.04 μm³. Its charging energy, of the order of a meV, far exceeds kT_C and lies outside the non-interacting model. With a typical electron–phonon constant of 2×10⁹ W m⁻³K⁻⁵, phonons at 0.2 K would feed in about 25 fW, more than the bound can remove. The remaining values are in the numerical output.

Values computed for the example and the checks

```
Fermion integral (both sides of mu): 1.644934
Boson integral: 1.644934
pi^2/6: 1.644934
Lattice: sites per half 300, kT 0.1 hopping
Lattice time window: 60 to 240 hbar/hopping
Lattice heat flow: 0.002619 hopping^2/hbar
Lattice bound: 0.002618 hopping^2/hbar
Lattice flow / bound: 1.0002
Two-terminal scan maximum / bound: 0.50000
Driven unbiased optimum / bound: 1.00025
Level test: final T/initial T 0.36788
Level test: exponential law 0.36788
Cold temperature: 0.1 K
Hot temperature: 0.2 K
Channels N (spin included): 2
k T_C: 8.6173 micro-eV
Bound coefficient per channel: 0.4732 pW/K^2
Bound per channel at T_C: 4.7322 fW
Bound for N channels: 9.4643 fW
Two-terminal limit for N channels: 4.7322 fW
Smallest cooling bias, high-pass design: 26.39 microvolt
Carnot coefficient of performance: 1.000
Bias 50 microvolt on each hot terminal, v = 5.8023:
  cooling power, high-pass: 6.9684 fW
  fraction of bound: 0.7363
  cooling power, best window: 7.2740 fW
  electrical input, high-pass: 39.135 fW
  coefficient of performance, high-pass: 0.1781
Bias 100 microvolt on each hot terminal, v = 11.6045:
  cooling power, high-pass: 9.3254 fW
  fraction of bound: 0.9853
  cooling power, best window: 9.3269 fW
  electrical input, high-pass: 91.754 fW
  coefficient of performance, high-pass: 0.1016
Bias 200 microvolt on each hot terminal, v = 23.2090:
  cooling power, high-pass: 9.4639 fW
  fraction of bound: 1.0000
  cooling power, best window: 9.4639 fW
  electrical input, high-pass: 185.115 fW
  coefficient of performance, high-pass: 0.0511
Density of states nu: 1.0e+09 per eV
Thermal energy at T_C: 0.1222 eV
h nu: 4.1357 microseconds
Shortest time to halve T_C: 2.8666 microseconds
```
